# Solving the Censored Weibull Slope Equation with a Guaranteed Bracket: a program that tests the result

```python
"""Censored Weibull slope by bisection with log-sum-exp weights.

Survival is exp(-(t/eta)**beta); beta is the slope and eta the scale.
With x = ln(t), failures F and weights w proportional to t**beta over ALL units,
the maximum-likelihood slope solves
    g(beta) = 1/beta + mean_F(x) - sum(w*x) = 0.
Claim: g decreases strictly and has one root exactly when some failure occurs
before the largest recorded time. The root lies between 1/D and K/D, where
D = max(x) - mean_F(x), K = 1 + (n-m)/(e*m), and m units share the largest time.
Times are in hours unless a name says otherwise.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import minimize, minimize_scalar
from scipy.special import lambertw, logsumexp
from scipy.stats import norm, weibull_min

TOL = 1e-12


def slope_score(beta, logs, failed):
    """Return g(beta) and the weighted variance of the log times."""
    shifted = logs - logs.max()
    expo = np.exp(beta * shifted)
    weights = expo / expo.sum()
    mean = weights @ shifted
    variance = weights @ (shifted - mean) ** 2
    return 1 / beta + shifted[failed].mean() - mean, variance


def find_bracket(logs, failed):
    if not failed.any():
        raise ValueError("no failure: no finite estimate")
    below = logs.max() - logs
    gap = below[failed].mean()
    if not gap > 0:
        raise ValueError("all failures at the largest time: no root")
    at_max = np.count_nonzero(below == 0)
    factor = 1 + (len(logs) - at_max) / (math.e * at_max)
    return 1 / gap, factor / gap, gap, at_max, factor


def solve_slope(times, failed, trail=None):
    logs = np.log(times)
    low, high, _, _, factor = find_bracket(logs, failed)
    steps = 0
    while high - low > TOL * low:
        middle = 0.5 * (low + high)
        value = slope_score(middle, logs, failed)[0]
        if trail is not None:
            trail.append((low, high, middle, value))
        if value > 0:
            low = middle
        else:
            high = middle
        steps += 1
    assert steps <= math.ceil(math.log2((factor - 1) / TOL)) + 1
    return 0.5 * (low + high)


def scale_at(beta, times, failed):
    return math.exp((logsumexp(beta * np.log(times))
                     - math.log(failed.sum())) / beta)


def log_likelihood(beta, eta, times, failed):
    """Definition: densities for failures, survival for censored units."""
    return (weibull_min.logpdf(times[failed], beta, scale=eta).sum()
            + weibull_min.logsf(times[~failed], beta, scale=eta).sum())


def standard_error(beta, times, failed):
    variance = slope_score(beta, np.log(times), failed)[1]
    return 1 / math.sqrt(failed.sum() * (1 / beta**2 + variance))


def early_life(beta, eta, fraction=0.01):
    return eta * (-math.log1p(-fraction)) ** (1 / beta)


# Example: rough typical values for an accelerated low-k breakdown test.
true_slope, true_scale, stop_time = 1.4, 50.0, 60.0
unit_count, pull_times = 20, (10.0, 20.0)
voltage, spacing_nm, temperature = 17.5, 35.0, 398.0


def simulate(rng, count):
    life = true_scale * rng.weibull(true_slope, count)
    limits = np.full(count, stop_time)
    limits[:2] = pull_times
    return np.minimum(life, limits), life < limits


raw_times, failed = simulate(np.random.default_rng(12), unit_count)
times = np.round(raw_times, 1)
assert times.min() > 0
logs = np.log(times)
trail = []
slope = solve_slope(times, failed, trail)
scale = scale_at(slope, times, failed)
error = standard_error(slope, times, failed)
low, high, gap, at_max, factor = find_bracket(logs, failed)

# The score against the derivative of a numerically profiled likelihood.


def numeric_profile(beta):
    best = minimize_scalar(
        lambda v: -log_likelihood(beta, math.exp(v), times, failed),
        bounds=(logs.min() - 5, logs.max() + 5), method="bounded",
        options={"xatol": 1e-10})
    return -best.fun, best.x


for beta in (0.7, 1.3, 3.0):
    step = 1e-3
    derivative = (numeric_profile(beta + step)[0]
                  - numeric_profile(beta - step)[0]) / (2 * step)
    assert abs(derivative - failed.sum()
               * slope_score(beta, logs, failed)[0]) < 1e-3
    assert abs(numeric_profile(beta)[1]
               - math.log(scale_at(beta, times, failed))) < 1e-5

# The root against direct maximization over both parameters.
direct = minimize(
    lambda p: -log_likelihood(math.exp(p[0]), math.exp(p[1]), times, failed),
    [0.0, math.log(30.0)], method="Nelder-Mead",
    options={"xatol": 1e-9, "fatol": 1e-12, "maxiter": 2000})
direct_slope, direct_scale = np.exp(direct.x)
assert abs(direct_slope / slope - 1) < 1e-5
assert abs(direct_scale / scale - 1) < 1e-5

# The standard error against the inverse of a finite-difference Hessian.


def shifted_likelihood(db, dv):
    return log_likelihood(slope + db, scale * math.exp(dv), times, failed)


h = 1e-3
center = shifted_likelihood(0, 0)
h_bb = (shifted_likelihood(h, 0) - 2 * center + shifted_likelihood(-h, 0)) / h**2
h_vv = (shifted_likelihood(0, h) - 2 * center + shifted_likelihood(0, -h)) / h**2
h_bv = (shifted_likelihood(h, h) - shifted_likelihood(h, -h)
        - shifted_likelihood(-h, h) + shifted_likelihood(-h, -h)) / (4 * h**2)
hessian_error = math.sqrt(np.linalg.inv(-np.array([[h_bb, h_bv],
                                                   [h_bv, h_vv]]))[0, 0])
assert abs(hessian_error / error - 1) < 1e-3

# Monotonicity, bracket, single crossing and residual bound on random samples.
rng = np.random.default_rng(5)
tested = 0
for _ in range(300):
    count = int(rng.integers(2, 41))
    life = rng.weibull(rng.uniform(0.5, 4), count)
    limit = rng.uniform(0.3, 2, count) if rng.random() < 0.5 else np.full(
        count, rng.uniform(0.3, 2))
    sample, dead = np.minimum(life, limit), life < limit
    x = np.log(sample)
    if not dead.any() or x[dead].min() == x.max():
        continue
    tested += 1
    left, right = find_bracket(x, dead)[:2]
    assert slope_score(left, x, dead)[0] > 0 > slope_score(right, x, dead)[0]
    root = solve_slope(sample, dead)
    grid = np.geomspace(left / 5, right * 5, 60)
    scores = np.array([slope_score(b, x, dead)[0] for b in grid])
    assert np.all(np.diff(scores) < 0)
    assert np.count_nonzero(np.diff(np.sign(scores))) in (1, 2)
    assert np.all(np.abs(1 / grid - 1 / root) <= np.abs(scores) + 1e-9)
    for b in (0.5 * root, root, 2 * root):
        db = 1e-4 * b
        numeric = (slope_score(b + db, x, dead)[0]
                   - slope_score(b - db, x, dead)[0]) / (2 * db)
        formula = -1 / b**2 - slope_score(b, x, dead)[1]
        assert abs(numeric / formula - 1) < 1e-4
assert tested > 200

# One failure and one later survivor: the root has a closed form.
pair_slope = solve_slope(np.array([1.0, math.e]), np.array([True, False]))
pair_exact = 1 + lambertw(math.exp(-1)).real
assert abs(pair_slope - pair_exact) < 1e-10
# Identical failures with a later survivor also have a finite maximum.
same_times = np.array([5.0, 5.0, 8.0])
same_failed = np.array([True, True, False])
same_slope = solve_slope(same_times, same_failed)
same_top = log_likelihood(same_slope, scale_at(same_slope, same_times, same_failed),
                          same_times, same_failed)
for change in (0.8, 1.2):
    b = same_slope * change
    assert same_top > log_likelihood(b, scale_at(b, same_times, same_failed),
                                     same_times, same_failed)
# All failures at the largest time: positive score, ever-growing likelihood.
bad_times = np.array([2.0, 5.0, 5.0])
bad_failed = np.array([False, True, True])
bad_grid = np.geomspace(0.1, 200, 40)
assert all(slope_score(b, np.log(bad_times), bad_failed)[0] > 0 for b in bad_grid)
bad_values = [log_likelihood(b, scale_at(b, bad_times, bad_failed),
                             bad_times, bad_failed) for b in bad_grid]
assert np.all(np.diff(bad_values) > 0)

# Narrow distribution in seconds: plain powers overflow, shifted weights do not.
narrow = 1e7 * np.random.default_rng(3).weibull(80.0, 12)
all_dead = np.ones(12, dtype=bool)
narrow_slope = solve_slope(narrow, all_dead)
with np.errstate(over="ignore", invalid="ignore"):
    plain_sum = np.sum(narrow**narrow_slope)
assert np.isinf(plain_sum)
mp.mp.dps = 50
precise = [mp.mpf(float(t)) for t in narrow]


def precise_score(b):
    powers = [t**b for t in precise]
    return (1 / b + mp.fsum(mp.log(t) for t in precise) / len(precise)
            - mp.fsum(p * mp.log(t) for p, t in zip(powers, precise))
            / mp.fsum(powers))


precise_root = mp.findroot(precise_score, (0.95 * narrow_slope, 1.05 * narrow_slope))
assert abs(float(precise_root) / narrow_slope - 1) < 1e-9
power_digits = float(mp.log10(mp.fsum(t**precise_root for t in precise)))
seconds_slope = solve_slope(3600 * times, failed)
assert abs(seconds_slope / slope - 1) < 1e-10

# Sampling bias at the example size; standard-error test at a large size.


def replicate(count, repeats, seed):
    generator = np.random.default_rng(seed)
    rows = []
    for _ in range(repeats):
        t, f = simulate(generator, count)
        b = solve_slope(t, f)
        rows.append((b, standard_error(b, t, f)))
    return np.array(rows)


small = replicate(unit_count, 2000, 21)
large = replicate(400, 500, 22)
assert abs(large[:, 0].std(ddof=1) / large[:, 1].mean() - 1) < 0.15
assert abs(large[:, 0].mean() / true_slope - 1) < 0.03

# Apparent slope of a large population with spread in spacing or temperature.
field_factor = 4.0        # cm/MV, rough
spacing_sigma = 0.5       # nm, between devices, rough
activation = 0.6          # eV, rough
temperature_sigma = 1.0   # K, rough
boltzmann_ev = constants.k / constants.e
field = 10 * voltage / spacing_nm


def population_slope(use_spacing, use_temperature, life_nodes=400, spread_nodes=101):
    u = (np.arange(life_nodes) + 0.5) / life_nodes
    z = norm.ppf((np.arange(spread_nodes) + 0.5) / spread_nodes)
    shift = np.zeros_like(z)
    if use_spacing:
        local_field = 10 * voltage / (spacing_nm + spacing_sigma * z)
        shift -= field_factor * (local_field - field)
    if use_temperature:
        local_temperature = temperature + temperature_sigma * z
        shift += activation / boltzmann_ev * (1 / local_temperature - 1 / temperature)
    life = true_scale * np.outer(np.exp(shift),
                                 (-np.log1p(-u)) ** (1 / true_slope)).ravel()
    return solve_slope(np.minimum(life, stop_time), life < stop_time)


uniform_slope = population_slope(False, False)
spacing_slope = population_slope(True, False)
spacing_fine = population_slope(True, False, 800, 201)
thermal_slope = population_slope(False, True)
assert abs(uniform_slope - true_slope) < 0.01
assert abs(spacing_fine - spacing_slope) < 0.01
assert spacing_slope < uniform_slope

# Mishandled censoring, one extrinsic defect, and time rounding.
dropped_slope = solve_slope(times[failed], np.ones(failed.sum(), dtype=bool))
counted_slope = solve_slope(times, np.ones(unit_count, dtype=bool))
assert dropped_slope > slope
defect_times = times.copy()
first_failure = np.flatnonzero(failed)[np.argmin(times[failed])]
defect_times[first_failure] = 0.1
defect_slope = solve_slope(defect_times, failed)
assert defect_slope < slope
unrounded_slope = solve_slope(raw_times, failed)

root_score, root_variance = slope_score(slope, logs, failed)
root_weights = np.exp(slope * logs - logsumexp(slope * logs))
print(f"Stress: {voltage} V, {spacing_nm} nm, {field:.2f} MV/cm, {temperature} K")
print(f"Simulation: slope {true_slope}, scale {true_scale} h, stop {stop_time} h")
print("Scheduled removals (h):", *pull_times)
print("Failure times (h):", *np.sort(times[failed]))
print("Censored times (h):", *np.sort(times[~failed]))
print(f"Units {unit_count}, failures {failed.sum()}, at largest time {at_max}")
print(f"Mean log failure time, t in h: {logs[failed].mean():.6f}")
print(f"Largest log time, t in h: {logs.max():.6f}; gap D: {gap:.6f}")
print(f"Bracket factor K: {factor:.6f}; bracket: {low:.6f} to {high:.6f}")
print(f"Score at bracket ends: {slope_score(low, logs, failed)[0]:.6f}, "
      f"{slope_score(high, logs, failed)[0]:.6f}")
for number, (a, b, c, value) in enumerate(trail[:4], 1):
    print(f"Bisection {number}: [{a:.6f}, {b:.6f}], middle {c:.6f}, g {value:+.6f}")
print(f"Bisections: {len(trail)}; relative tolerance: {TOL:.0e}")
print(f"Fitted slope: {slope:.6f}; direct maximization: {direct_slope:.6f}")
print(f"Fitted scale: {scale:.4f} h; direct maximization: {direct_scale:.4f} h")
print(f"At root: 1/beta {1/slope:.6f}, weighted mean log {root_weights @ logs:.6f}")
print(f"At root: weighted log variance {root_variance:.6f}, |g| {abs(root_score):.1e}")
print(f"Slope standard error: {error:.4f}; from Hessian: {hessian_error:.4f}")
print(f"1% life, fit: {early_life(slope, scale):.3f} h")
for sign in (-1, 1):
    b = slope + sign * error
    print(f"1% life at slope {b:.4f}, scale refitted: "
          f"{early_life(b, scale_at(b, times, failed)):.3f} h")
print(f"1% life, simulation model: {early_life(true_slope, true_scale):.3f} h")
print(f"Slope, censored units dropped: {dropped_slope:.4f}")
print(f"Slope, censored units counted as failures: {counted_slope:.4f}")
print(f"Slope, earliest failure moved to 0.1 h: {defect_slope:.4f}")
print(f"Slope change from 0.1 h time rounding: {slope - unrounded_slope:+.5f}")
print(f"Small samples (2000): mean slope {small[:, 0].mean():.4f}, "
      f"SD {small[:, 0].std(ddof=1):.4f}, mean se {small[:, 1].mean():.4f}")
print(f"400-unit samples (500): SD {large[:, 0].std(ddof=1):.4f}, "
      f"mean se {large[:, 1].mean():.4f}")
print(f"Rough field factor {field_factor} cm/MV; spacing SD {spacing_sigma} nm")
print(f"Rough activation energy {activation} eV; temperature SD {temperature_sigma} K")
print(f"Population slope, no spread: {uniform_slope:.4f}")
print(f"Population slope, spacing spread: {spacing_slope:.4f}")
print(f"Mesh-refinement shift of that slope: {spacing_fine - spacing_slope:+.5f}")
print(f"Population slope, temperature spread: {thermal_slope:.4f}")
print(f"Failure at 1 h, survivor at e h: slope {pair_slope:.6f}, exact {pair_exact:.6f}")
print(f"Failures at 5, 5 h and survivor at 8 h: slope {same_slope:.6f}")
print(f"Narrow sample in s: slope {narrow_slope:.4f}, log10 power sum {power_digits:.1f}")
print(f"Largest double: log10 value {math.log10(np.finfo(float).max):.1f}")
print(f"Random censored samples tested: {tested}")
print("OK")
```

It prints:

```
Stress: 17.5 V, 35.0 nm, 5.00 MV/cm, 398.0 K
Simulation: slope 1.4, scale 50.0 h, stop 60.0 h
Scheduled removals (h): 10.0 20.0
Failure times (h): 2.0 7.3 15.9 16.1 19.1 22.2 23.0 30.4 34.9 38.2 38.6 46.3 49.2 50.0
Censored times (h): 10.0 20.0 60.0 60.0 60.0 60.0
Units 20, failures 14, at largest time 4
Mean log failure time, t in h: 3.094108
Largest log time, t in h: 4.094345; gap D: 1.000237
Bracket factor K: 2.471518; bracket: 0.999763 to 2.470933
Score at bracket ends: 0.414850, -0.404894
Bisection 1: [0.999763, 2.470933], middle 1.735348, g -0.150285
Bisection 2: [0.999763, 1.735348], middle 1.367556, g +0.065368
Bisection 3: [1.367556, 1.735348], middle 1.551452, g -0.053692
Bisection 4: [1.367556, 1.551452], middle 1.459504, g +0.002551
Bisections: 40; relative tolerance: 1e-12
Fitted slope: 1.463466; direct maximization: 1.463466
Fitted scale: 45.5106 h; direct maximization: 45.5106 h
At root: 1/beta 0.683309, weighted mean log 3.777417
At root: weighted log variance 0.175408, |g| 6.0e-14
Slope standard error: 0.3335; from Hessian: 0.3335
1% life, fit: 1.963 h
1% life at slope 1.1300, scale refitted: 0.793 h
1% life at slope 1.7969, scale refitted: 3.509 h
1% life, simulation model: 1.870 h
Slope, censored units dropped: 1.8608
Slope, censored units counted as failures: 1.7465
Slope, earliest failure moved to 0.1 h: 1.1807
Slope change from 0.1 h time rounding: +0.00079
Small samples (2000): mean slope 1.5065, SD 0.3947, mean se 0.3563
400-unit samples (500): SD 0.0725, mean se 0.0724
Rough field factor 4.0 cm/MV; spacing SD 0.5 nm
Rough activation energy 0.6 eV; temperature SD 1.0 K
Population slope, no spread: 1.4014
Population slope, spacing spread: 1.3439
Mesh-refinement shift of that slope: -0.00109
Population slope, temperature spread: 1.3999
Failure at 1 h, survivor at e h: slope 1.278465, exact 1.278465
Failures at 5, 5 h and survivor at 8 h: slope 3.112860
Narrow sample in s: slope 72.0482, log10 power sum 505.3
Largest double: log10 value 308.3
Random censored samples tested: 291
OK
```
